# Fields from unequal interface dipoles in a periodic oxide/silicon superlattice: a numerical check

```python
# Result under test: in a periodic silicon/oxide superlattice whose two
# interfaces have different potential steps, the layer fields are
#   E_layer = imbalance / (eps_layer * (d_ox/eps_ox + d_si/eps_si)).
# d_si, d_ox     : layer thicknesses (nm)
# eps_si, eps_ox : relative permittivities
# step_a, step_b : potential steps silicon -> oxide at zero displacement (V)
# imbalance      : step_a - step_b (V)
# Axis: silicon, interface A, oxide, interface B, then silicon again.
# The reference is a grid solution of Poisson's equation with fixed charge
# sheets forming a dipole layer at each interface.
import numpy as np
from scipy.constants import epsilon_0


def field_formula(d_si, d_ox, eps_si, eps_ox, imbalance):
    """Return silicon field, oxide field and D/epsilon_0, all in V/nm."""
    displacement = imbalance / (d_si / eps_si + d_ox / eps_ox)
    return displacement / eps_si, displacement / eps_ox, displacement


def solve_poisson(d_si, d_ox, eps_si, eps_ox, step_a, step_b):
    """Return silicon field, oxide field (V/nm), midpoint difference (V)."""
    h = 0.01
    n_si, n_ox = round(d_si / h), round(d_ox / h)
    n = n_si + n_ox
    eps_face = np.where(np.arange(n) < n_si, eps_si, eps_ox)

    # Sheets lie 0.1 nm on either side of each interface.
    m = 10
    step_per_charge = m * h * (1 / eps_si + 1 / eps_ox)
    charge = np.zeros(n)  # sheet charge / epsilon_0, in V/nm
    charge[n_si - m] -= step_a / step_per_charge
    charge[n_si + m] += step_a / step_per_charge
    charge[n - m] += step_b / step_per_charge
    charge[m] -= step_b / step_per_charge

    # Flux balance at every node, with periodic neighbours.
    matrix = np.zeros((n, n))
    for i in range(n):
        j = (i + 1) % n
        c = eps_face[i] / h
        matrix[i, i] += c
        matrix[j, j] += c
        matrix[i, j] -= c
        matrix[j, i] -= c
    potential = np.zeros(n)  # node 0 fixes the zero of potential
    potential[1:] = np.linalg.solve(matrix[1:, 1:], charge[1:])
    assert np.allclose(matrix @ potential, charge, atol=1e-7)

    mid_si, mid_ox = n_si // 2, n_si + n_ox // 2
    e_si = (potential[mid_si - 1] - potential[mid_si + 1]) / (2 * h)
    e_ox = (potential[mid_ox - 1] - potential[mid_ox + 1]) / (2 * h)
    return e_si, e_ox, potential[mid_ox] - potential[mid_si]


d_si, d_ox = 3.0, 2.0
eps_si, eps_ox, eps_ox_clamped = 12.0, 20.0, 5.0
step_a, step_b = 0.5, 0.2
imbalance = step_a - step_b
tol = 1e-7  # rounding error of the linear solve, far below printed digits

# Equal dipoles: no fields, and the sheets give the intended step.
sym = solve_poisson(d_si, d_ox, eps_si, eps_ox, step_a, step_a)
assert abs(sym[0]) < tol and abs(sym[1]) < tol
assert abs(sym[2] - step_a) < tol

# Unequal dipoles: main case, clamped ions, doubled thicknesses.
cases = {
    "main": (d_si, d_ox, eps_si, eps_ox),
    "clamped": (d_si, d_ox, eps_si, eps_ox_clamped),
    "doubled": (2 * d_si, 2 * d_ox, eps_si, eps_ox),
}
solved = {}
recovered = {}
for name, cell in cases.items():
    e_s, e_o, mid = solve_poisson(*cell, step_a, step_b)
    f_s, f_o, _ = field_formula(*cell, imbalance)
    assert abs(e_s - f_s) < tol and abs(e_o - f_o) < tol
    assert abs(mid - (step_a + step_b) / 2) < tol
    # Extrapolate the linear potentials from the midpoints to A and B.
    half_drop = (e_s * cell[0] + e_o * cell[1]) / 2
    recovered[name] = (mid + half_drop, mid - half_drop)
    assert abs(recovered[name][0] - step_a) < tol
    assert abs(recovered[name][1] - step_b) < tol
    solved[name] = (e_s, e_o, mid)

# Doubling the cell halves the fields and keeps the drops.
for k in (0, 1):
    assert abs(2 * solved["doubled"][k] - solved["main"][k]) < tol

e_si, e_ox, disp = field_formula(d_si, d_ox, eps_si, eps_ox, imbalance)
uniform = imbalance / (d_si + d_ox)
# The uniform guess must differ from the solved fields.
assert abs(uniform - solved["main"][0]) > 0.005
assert abs(uniform - solved["main"][1]) > 0.005
# 1 V/nm = 1e9 V/m = 10 MV/cm; 1 C/m^2 = 100 microC/cm^2
mid = solved["main"][2]

print(f"silicon thickness: {d_si:.1f} nm")
print(f"oxide thickness: {d_ox:.1f} nm")
print(f"silicon permittivity: {eps_si:.0f} (relative)")
print(f"oxide permittivity: {eps_ox:.0f} (relative)")
print(f"step at interface A: {step_a:.2f} V")
print(f"step at interface B: {step_b:.2f} V")
print(f"dipole imbalance: {imbalance:.2f} V")
print(f"silicon d/eps: {d_si / eps_si:.3f} nm")
print(f"oxide d/eps: {d_ox / eps_ox:.3f} nm")
print(f"sum of d/eps: {d_si / eps_si + d_ox / eps_ox:.3f} nm")
print(f"D/epsilon_0: {disp:.4f} V/nm")
print(f"D: {epsilon_0 * disp * 1e9 * 100:.3f} microC/cm^2")
print(f"silicon field, formula: {e_si:.5f} V/nm")
print(f"silicon field, Poisson grid: {solved['main'][0]:.5f} V/nm")
print(f"oxide field, formula: {e_ox:.5f} V/nm")
print(f"oxide field, Poisson grid: {solved['main'][1]:.5f} V/nm")
print(f"silicon field converted: {e_si * 10:.3f} MV/cm")
print(f"oxide field converted: {e_ox * 10:.3f} MV/cm")
print(f"potential drop in silicon: {e_si * d_si:.4f} V")
print(f"potential drop in oxide: {e_ox * d_ox:.4f} V")
print(f"uniform-field guess (wrong): {uniform:.4f} V/nm")
print(f"midpoint potential difference: {mid:.4f} V")
print(f"midpoint error at A: {mid - step_a:+.4f} V")
print(f"midpoint error at B: {mid - step_b:+.4f} V")
print(f"recovered step at A: {recovered['main'][0]:.4f} V")
print(f"recovered step at B: {recovered['main'][1]:.4f} V")
print(f"doubled cell, silicon field: {solved['doubled'][0]:.5f} V/nm")
print(f"doubled cell, oxide field: {solved['doubled'][1]:.5f} V/nm")
print(f"doubled cell, midpoint difference: {solved['doubled'][2]:.4f} V")
print(f"clamped-ion oxide permittivity: {eps_ox_clamped:.0f} (relative)")
print(f"clamped ions, silicon field: {solved['clamped'][0]:.5f} V/nm")
print(f"clamped ions, oxide field: {solved['clamped'][1]:.5f} V/nm")
print(f"clamped ions, midpoint difference: {solved['clamped'][2]:.4f} V")
print("success")
```

Output:

```
silicon thickness: 3.0 nm
oxide thickness: 2.0 nm
silicon permittivity: 12 (relative)
oxide permittivity: 20 (relative)
step at interface A: 0.50 V
step at interface B: 0.20 V
dipole imbalance: 0.30 V
silicon d/eps: 0.250 nm
oxide d/eps: 0.100 nm
sum of d/eps: 0.350 nm
D/epsilon_0: 0.8571 V/nm
D: 0.759 microC/cm^2
silicon field, formula: 0.07143 V/nm
silicon field, Poisson grid: 0.07143 V/nm
oxide field, formula: 0.04286 V/nm
oxide field, Poisson grid: 0.04286 V/nm
silicon field converted: 0.714 MV/cm
oxide field converted: 0.429 MV/cm
potential drop in silicon: 0.2143 V
potential drop in oxide: 0.0857 V
uniform-field guess (wrong): 0.0600 V/nm
midpoint potential difference: 0.3500 V
midpoint error at A: -0.1500 V
midpoint error at B: +0.1500 V
recovered step at A: 0.5000 V
recovered step at B: 0.2000 V
doubled cell, silicon field: 0.03571 V/nm
doubled cell, oxide field: 0.02143 V/nm
doubled cell, midpoint difference: 0.3500 V
clamped-ion oxide permittivity: 5 (relative)
clamped ions, silicon field: 0.03846 V/nm
clamped ions, oxide field: 0.09231 V/nm
clamped ions, midpoint difference: 0.3500 V
success
```
